# The Clausius-Mossotti relation and the local field on cubic and tetragonal lattices

## A dipole and its six neighbours

Put equal dipoles \(p\), all pointing along \(z\), on a simple cubic lattice of spacing \(a\), and look at the field on one of them. A dipole \(p\) along \(z\) produces at displacement \(\mathbf r\) the field component

\[
E_z=p\,\frac{3z^2-r^2}{r^5}.
\]

The two neighbours above and below have \(z^2=r^2=a^2\), so each gives \(+2p/a^3\). The four neighbours in the plane have \(z=0\), so each gives \(-p/a^3\). The sum is

\[
2\cdot\frac{2p}{a^3}-4\cdot\frac{p}{a^3}=0 .
\]

The nearest neighbours cancel, yet the field on a site is not the average field in the crystal. Distant dipoles contribute equally to both fields. The difference arises near the site: the average field counts the surrounding matter as a polarized continuum, whose field does not vanish, while the site feels discrete dipoles whose fields cancel.

Now stretch the lattice along \(z\), so that the vertical spacing is \(c>a\). The same six neighbours give

\[
\frac{4p}{c^3}-\frac{4p}{a^3}<0 .
\]

The cancellation is lost, and near dipoles now contribute. The cubic result therefore has two parts: the removal of the averaged field of the matter around the site, and a cancellation among the discrete dipoles there that rests on symmetry.

## Setting and theorem

**Assumptions.** Identical point dipoles sit on a Bravais lattice, one per cell of volume \(\Omega\). Each responds linearly and isotropically, \(\mathbf p=\alpha\mathbf E_{\rm loc}\). The applied field is static and uniform, and so is the response. Overlap of the electron clouds and charge transfer are neglected. The site considered lies deep inside the sample.

**Units.** In Rydberg atomic units \(e^2=2\), and a charge \(q\) has the potential \(q/r\). Lengths are in bohr and \(\alpha\) is in bohr³. With \(\mathbf P=\mathbf p/\Omega\), the displacement is \(\mathbf D=\mathbf E+4\pi\mathbf P\), and \(D_i=\varepsilon_{ii}E_i\) along a principal axis.

Three fields must be kept apart. The microscopic field varies strongly within a cell. The macroscopic field \(\mathbf E\) is its cell average. The local field \(\mathbf E_{\rm loc}\) is the field at a site without the contribution of the dipole on that site; it is the field that polarizes the dipole. Linearity allows us to write

\[
\mathbf E_{\rm loc}=\mathbf E+\Lambda\mathbf P, \tag{1}
\]

where \(\Lambda\) is a dimensionless tensor fixed by the lattice.

**Theorem.** Let \(x=\alpha/\Omega\), and let \(\Lambda_{ii}x<1\) along each principal axis.

1. On every Bravais lattice \(\operatorname{tr}\Lambda=4\pi\), and along a principal axis
\[
\varepsilon_{ii}=1+\frac{4\pi x}{1-\Lambda_{ii}x}. \tag{2}
\]
2. On the simple, body-centred and face-centred cubic lattices \(\Lambda_{ij}=(4\pi/3)\delta_{ij}\), and
\[
\frac{\varepsilon-1}{\varepsilon+2}=\frac{4\pi\alpha}{3\Omega}. \tag{3}
\]
3. On a tetragonal lattice \(2\Lambda_{xx}+\Lambda_{zz}=4\pi\), but the two components need not be equal, and then (3) fails.

## Lemma 1: the Lorentz cavity

*Let \(S_{ij}\) be the sum of \((3x_ix_j-r^2\delta_{ij})/r^5\) over all other sites inside a sphere of radius \(R\) about the chosen site. As \(R\to\infty\),*

\[
\Lambda_{ij}=\frac{4\pi}{3}\delta_{ij}+\Omega S_{ij}. \tag{4}
\]

*Proof.* Keep the dipoles inside the sphere as they are. Spread each dipole outside it uniformly over the cell centred on its site, choosing a cell with inversion symmetry. Two errors arise, and both vanish for large \(R\).

First, spreading changes the field of a distant dipole. The term linear in the displacement averages to zero by inversion. The next term contains two more derivatives of a \(1/r^3\) field, so it falls at least as fast as \(1/r^5\). Summed over the outside, it is at most of order \(\int_R^\infty r^2r^{-5}\,dr=1/(2R^2)\). Secondly, the spread cells end at a jagged surface instead of the sphere. The mismatch has a volume of order \(R^2\) and a field per volume of order \(R^{-3}\), so it contributes at most of order \(1/R\).

What remains outside is a continuum of polarization \(\mathbf P\) with a spherical hole. Without the hole its field would be \(\mathbf E\). The hole adds a surface charge. The normal pointing out of the material points into the hole, so for \(\mathbf P\) along \(z\) the surface charge density is \(\sigma=-P\cos\theta\). A surface element \(R^2d\omega\), with \(d\omega\) the solid angle, produces at the centre the \(z\) component \(-\sigma\cos\theta\,d\omega\). The two minus signs cancel:

\[
E_z^{\rm hole}=P\int\cos^2\theta\,d\omega
=2\pi P\int_0^\pi\cos^2\theta\sin\theta\,d\theta
=2\pi P\cdot\frac23=\frac{4\pi}{3}P .
\]

The inner dipoles add \(S\mathbf p=\Omega S\mathbf P\), which gives (4). ∎

The trace rule follows at once, because \(\sum_i(3x_i^2-r^2)=0\) makes \(S\) traceless, while the first term of (4) has trace \(4\pi\).

**Remark: other cavities.** The cavity is a device of calculation, so its shape cannot matter. Take a spheroid with semi-axes \(b,b,\kappa b\), the last along \(\mathbf P\). With \(n_z\) the \(z\) component of the normal pointing out of the cavity, the surface charge gives \(N_zP\) at the centre, where \(N_z=\oint n_z z\,r^{-3}dS\). Write the distance from the axis as \(b\sin t\) and the height as \(z=\kappa b\cos t\). The projected area \(n_z\,dS\) of a ring is then \(2\pi b^2\sin t\cos t\,dt\). The upper and lower halves contribute equally, so

\[
N_z=4\pi\kappa\int_0^{\pi/2}
\frac{\sin t\cos^2t\,dt}{(\sin^2t+\kappa^2\cos^2t)^{3/2}} .
\]

For \(\kappa=1\) this is \(4\pi\cdot\frac13\), as before. For \(\kappa=2\) numerical quadrature gives 2.18107. The error estimates above hold for any fixed \(\kappa\), so \(\Lambda_{zz}=N_z+\Omega S_{zz}\), with \(S_{zz}\) now summed inside the spheroid. The division between the two terms depends on the cavity; their sum does not.

## Lemma 2: cubic symmetry removes the inner sum

*On the three cubic lattices \(S_{ij}=0\) for a spherical cavity.*

*Proof.* The reflection \(x\to-x\) maps the lattice and the sphere onto themselves but reverses the sign of \(S_{xy}\) and \(S_{xz}\). Both must therefore vanish, and \(S_{yz}\) vanishes in the same way under \(y\to-y\). Interchanging the cubic axes also leaves the lattice and the sphere unchanged, so \(S_{xx}=S_{yy}=S_{zz}\). Their sum is zero, hence each is zero. ∎

The proof uses cubic symmetry about the polarized site. A crystal with several atoms per cell can be cubic as a whole while some of its sites lack that symmetry. Such crystals are outside the assumptions made here.

## Proof of the dielectric formulas

Along a principal axis of \(\Lambda\), the relation \(p_i=\alpha E_{{\rm loc},i}\), divided by \(\Omega\), reads

\[
P_i=x(E_i+\Lambda_{ii}P_i)
\quad\Longrightarrow\quad
P_i=\frac{xE_i}{1-\Lambda_{ii}x}.
\]

Inserting this in \(\varepsilon_{ii}=1+4\pi P_i/E_i\) gives (2). In the cubic case put \(\Lambda_{ii}=4\pi/3\) and \(y=4\pi x/3\), so that \(4\pi x=3y\). Then

\[
\varepsilon-1=\frac{3y}{1-y},\qquad
\varepsilon+2=\frac{3y+3(1-y)}{1-y}=\frac{3}{1-y}.
\]

The quotient is \(y\), which is (3). The local field follows from \(P=(\varepsilon-1)E/4\pi\):

\[
\frac{E_{\rm loc}}{E}=1+\frac{4\pi}{3}\,\frac{\varepsilon-1}{4\pi}
=\frac{\varepsilon+2}{3}. \tag{5}
\]

On a tetragonal lattice the fourfold axis makes \(\Lambda_{xx}=\Lambda_{yy}\), and reflections remove the off-diagonal elements. The trace rule then leaves one free number \(\delta\):

\[
\Lambda_{zz}=\frac{4\pi}{3}+\delta,\qquad
\Lambda_{xx}=\frac{4\pi}{3}-\frac{\delta}{2}. \tag{6}
\]

Symmetry does not set \(\delta\) to zero. The values computed below show that it can be large, which completes the third part of the theorem. ∎

**Dilute limit.** For \(|\Lambda_{ii}x|\ll1\), expansion of (2) gives

\[
\varepsilon_{ii}=1+4\pi x+4\pi\Lambda_{ii}x^2+\dots
\]

The first-order term is the response of independent dipoles. The lattice enters at second order, and so does the anisotropy: \(\varepsilon_{xx}-\varepsilon_{zz}\approx-6\pi\delta x^2\).

**Dense limit.** As \(\Lambda_{ii}x\to1\) from below, \(\varepsilon_{ii}\) diverges. At that point a uniform polarization produces a local field just large enough to maintain itself without any macroscopic field. Linear response of point dipoles is then no longer a usable description. The condition \(\Lambda_{ii}x<1\) concerns uniform polarization and does not guarantee stability against dipole patterns that vary from cell to cell. On the simple cubic lattice such a pattern sets in first. Take columns of dipoles pointing along the column, with the sign alternating from column to column as on a chessboard. Their local field is about \(5.35\,p/\Omega\) instead of \(4.19\,p/\Omega\), so they sustain themselves at \(x\approx0.187\), before the uniform divergence at \(x=3/4\pi\approx0.239\) is reached. The value \(x=0.1\) used below lies well under this threshold.

## Lemma 3: the Ewald form

The direct sum in Lemma 1 converges slowly and requires a prescribed cavity. The following form has neither drawback. *For any \(\eta>0\),*

\[
\begin{aligned}
\frac{\Lambda_{ij}}{\Omega}={}&-\frac{4\pi}{\Omega}\sum_{\mathbf G\ne0}
\frac{G_iG_j}{G^2}e^{-G^2/4\eta^2}\\
&+\sum_{\mathbf R\ne0}\partial_i\partial_j\frac{\operatorname{erfc}(\eta R)}{R}
+\frac{4\eta^3}{3\sqrt\pi}\delta_{ij}.
\end{aligned} \tag{7}
\]

*Here \(\mathbf R\) runs over lattice vectors and \(\mathbf G\) over reciprocal-lattice vectors; the derivatives are taken with respect to position and evaluated at \(\mathbf R\).*

*Proof.* Split the Coulomb potential as \(1/r=\operatorname{erf}(\eta r)/r+\operatorname{erfc}(\eta r)/r\). The first part is smooth, and for a function of \(r\) alone \(\nabla^2f=(rf)''/r\), so

\[
\nabla^2\frac{\operatorname{erf}(\eta r)}r
=\frac1r\frac{d^2}{dr^2}\operatorname{erf}(\eta r)
=-\frac{4\eta^3}{\sqrt\pi}e^{-\eta^2r^2}
=-4\pi g(r),
\]

with \(g(r)=(\eta^3/\pi^{3/2})e^{-\eta^2r^2}\). It is the potential of a unit charge with Gaussian density \(g\). Each point dipole thus becomes a Gaussian dipole plus a short-range remainder.

The Gaussian dipoles have the charge density \(-\sum_{\mathbf R}\mathbf p\cdot\nabla g(\mathbf r-\mathbf R)\). Its Fourier coefficients are

\[
\rho_{\mathbf G}=-\frac{i\,\mathbf G\cdot\mathbf p}{\Omega}e^{-G^2/4\eta^2}.
\]

Poisson's equation gives \(\phi_{\mathbf G}=4\pi\rho_{\mathbf G}/G^2\) for \(\mathbf G\ne0\). The field coefficient is \(-i\mathbf G\phi_{\mathbf G}\), and since \((-i)(-i)=-1\),

\[
\mathbf E_{\mathbf G}=-\frac{4\pi}{\Omega}\,
\frac{\mathbf G(\mathbf G\cdot\mathbf p)}{G^2}e^{-G^2/4\eta^2}.
\]

At a lattice site every phase factor equals 1, and the sum over \(\mathbf G\ne0\) gives the first term of (7).

The coefficient at \(\mathbf G=0\) is the average field. The remainder of one dipole contributes nothing to it: the integral of its field over all space is a surface integral of its potential at infinity, where that potential vanishes faster than any power. The average of the Gaussian part is therefore the whole macroscopic field \(\mathbf E\), which (1) already counts separately.

A dipole with potential \(-\mathbf p\cdot\nabla h\) has the field \(E_i=\sum_jp_j\partial_i\partial_jh\). With \(h=\operatorname{erfc}(\eta r)/r\), the remainders on the other sites give the second term. The remainder on the site itself is omitted, but its Gaussian field is still contained in the sum over \(\mathbf G\) and must be subtracted. Near the origin

\[
\frac{\operatorname{erf}(\eta r)}r
=\frac{2\eta}{\sqrt\pi}\left(1-\frac{\eta^2r^2}{3}+\dots\right),
\]

whose second derivatives at \(r=0\) are \(-4\eta^3\delta_{ij}/(3\sqrt\pi)\). Subtracting them gives the positive last term. ∎

**The trace without a cavity.** For \(r\ne0\) we have \(\nabla^2(1/r)=0\), hence \(\nabla^2[\operatorname{erfc}(\eta r)/r]=4\pi g(r)\). The trace of the last term in (7) is \(4\eta^3/\sqrt\pi=4\pi g(0)\), which supplies the missing \(\mathbf R=0\) member of the lattice sum. Therefore

\[
\frac{\operatorname{tr}\Lambda}{\Omega}
=-\frac{4\pi}{\Omega}\sum_{\mathbf G\ne0}e^{-G^2/4\eta^2}
+4\pi\sum_{\mathbf R}g(R).
\]

The periodic function \(\sum_{\mathbf R}g(\mathbf r-\mathbf R)\) has Fourier coefficients \(e^{-G^2/4\eta^2}/\Omega\). At \(\mathbf r=0\) its Fourier series gives \(\sum_{\mathbf R}g(R)=\Omega^{-1}\sum_{\mathbf G}e^{-G^2/4\eta^2}\), now including \(\mathbf G=0\). All terms cancel except that one, which equals \(4\pi/\Omega\). Hence \(\operatorname{tr}\Lambda=4\pi\), and cubic symmetry divides it into three equal parts. In this derivation \(4\pi/3\) is one third of the term removed at \(\mathbf G=0\).

## Numerical values of the lattice tensor

Both sums in (7) converge rapidly when \(\eta\) is of order \(\Omega^{-1/3}\). Evaluated numerically, they give \(\Lambda_{xx}=\Lambda_{zz}=4.18879\) for all three cubic lattices, which is \(4\pi/3\) to the digits shown.

The cavity construction can be evaluated separately by summing dipoles directly. A sharp cavity edge makes the sum fluctuate with \(R\). The edge was therefore smoothed, which amounts to averaging over cavities of the same shape and different sizes. The table gives \(\Lambda_{zz}\) for the simple cubic (sc) lattice and for the simple tetragonal (st) lattice with \(c/a=1.1\).

| Lattice | \(\kappa\) | \(N_z\) | \(\Omega S_{zz}\) | Sum |
|---|---:|---:|---:|---:|
| sc | 1 | 4.18879 | 0.00000 | 4.18879 |
| sc | 2 | 2.18107 | 2.00772 | 4.18879 |
| st | 1 | 4.18879 | −1.18400 | 3.00479 |
| st | 2 | 2.18107 | 0.82372 | 3.00479 |

In the long cavity, even the cubic lattice has a large inner sum, because the cavity itself breaks cubic symmetry. The total is unchanged. For the stretched lattice in a spherical cavity the inner sum is negative, the sign already found from the six neighbours.

## A model dielectric at fixed volume

Take \(\alpha=10\) bohr³ and \(\Omega=100\) bohr³, round values that represent no particular material. Then \(x=0.1\) and \(y=4.18879\times0.1=0.41888\). On a cubic lattice

\[
\varepsilon=\frac{1+2y}{1-y}=\frac{1.83776}{0.58112}=3.162 .
\]

By (5) the local field is \(5.162/3=1.721\) times the macroscopic field. If the two fields were taken as equal, the result would be \(1+4\pi x=2.257\). Since \(\varepsilon-1=4\pi x\,E_{\rm loc}/E\), the local-field correction raises \(\varepsilon-1\) by the same factor, 1.721.

For the simple tetragonal lattice with \(c/a=1.1\) and the same volume, (2) gives

\[
\varepsilon_{xx}=1+\frac{1.25664}{1-0.47808}=3.408,\qquad
\varepsilon_{zz}=1+\frac{1.25664}{1-0.30048}=2.796 .
\]

Neither the density nor the polarizability has changed. The anisotropy comes from the arrangement of the dipoles alone. Further lattices, including body-centred tetragonal (bct) ones, give the following values.

| Lattice | \(c/a\) | \(\Lambda_{xx}\) | \(\Lambda_{zz}\) | \(\varepsilon_{xx}\) | \(\varepsilon_{zz}\) |
|---|---:|---:|---:|---:|---:|
| st | 0.9 | 3.493 | 5.581 | 2.931 | 3.844 |
| st | 1.1 | 4.781 | 3.005 | 3.408 | 2.796 |
| bct | 0.9 | 4.130 | 4.307 | 3.141 | 3.207 |
| bct | 1 | 4.189 | 4.189 | 3.162 | 3.162 |
| bct | 1.2 | 4.180 | 4.207 | 3.159 | 3.169 |
| bct | \(\sqrt2\) | 4.189 | 4.189 | 3.162 | 3.162 |
| bct | 1.6 | 4.287 | 3.992 | 3.200 | 3.092 |

The body-centred lattice is cubic at two ratios: it is bcc at \(c/a=1\) and fcc at \(c/a=\sqrt2\). A tetragonal description of a lattice therefore does not by itself imply that (3) fails. At \(c/a=1.2\), between these ratios, the failure is real but small.

On the bct lattice the deviation \(\delta\) is positive at both \(c/a=0.9\) and 1.2 and zero at 1. A finer scan of \(c/a\) shows that \(\delta\) changes sign at \(c/a=1\), is negative just above it (\(-0.012\) at 1.05), and changes sign again near \(c/a=1.134\). By (6), both components equal \(4\pi/3\) at that ratio, so (3) holds there although the lattice is not cubic. Cubic symmetry is sufficient for (3) but not necessary.

## A slab that does not use \(\Lambda\)

The dielectric constants can also be found from a finite stack of square layers, with lattice constant \(a\) and spacing \(c\). Above a plane of unit charges, each in-plane Fourier component with wave number \(g\ne0\) decays as \(e^{-gz}\). The jump in slope at the plane fixes its amplitude as \(2\pi/(a^2g)\). For dipoles normal to the plane the field is \(p\) times the second \(z\) derivative of this potential. On sites directly above, at height \(d\), it is

\[
K(d)\,p=\frac{2\pi p}{a^2}\sum_{\mathbf g\ne0}g\,e^{-gd}.
\]

The \(\mathbf g=0\) potential is linear in \(z\) and drops out. Within a layer, \(K(0)=-\sum\rho^{-3}\), summed over the distances \(\rho\) to the other sites of the layer. For in-plane dipoles \(K\) is replaced by \(-K/2\), because the dipole tensor is traceless and the layer is square.

Let a normal external field \(D\) act on the slab. The dipole \(p_l\) of layer \(l\) obeys

\[
p_l=\alpha\Big(D+\sum_mK(|l-m|c)\,p_m\Big).
\]

In the middle of the slab \(E=D-4\pi P\) and \(\varepsilon_{zz}=D/E\). An in-plane field is continuous across the surfaces, so \(\varepsilon_{xx}=1+4\pi P/E\). Solving the linear equations for 41 layers and reading the middle one gives 3.162 in both directions for the simple cubic lattice. For \(c/a=1.1\) it gives \(\varepsilon_{xx}=3.408\) and \(\varepsilon_{zz}=2.796\). These agree with (2), although neither \(\Lambda\) nor a cavity was used.

## Corollary: the polarizability read from the wrong relation

Suppose that (3) is applied to one component \(\varepsilon_{ii}\) of a tetragonal lattice. From (2),

\[
\varepsilon_{ii}-1=\frac{4\pi x}{1-\Lambda_{ii}x},\qquad
\varepsilon_{ii}+2=\frac{3-3\Lambda_{ii}x+4\pi x}{1-\Lambda_{ii}x}.
\]

The polarizability obtained in this way is

\[
\alpha_{\rm read}=\frac{3\Omega}{4\pi}\,
\frac{\varepsilon_{ii}-1}{\varepsilon_{ii}+2}
=\frac{\alpha}{1+(4\pi/3-\Lambda_{ii})x}. \tag{8}
\]

For \(c/a=1.1\) the \(zz\) component gives \(10/1.1184=8.94\) bohr³, which is 10.6% below the true model value. The \(xx\) component gives \(10/0.9408=10.63\) bohr³, which is 6.3% above it. An isotropic dipole would thus appear anisotropic. By (8) the relative error vanishes in proportion to \(x\) for a dilute lattice, and it vanishes at any density for which (2) holds when \(\Lambda_{ii}=4\pi/3\).
